Density at which a two-dimensional Hartree-Fock gas acquires negative compressibility

**Question**

I am modelling the electron gas at an oxide heterojunction as an ideal two-dimensional layer with effective mass m = 0.3 and relative permittivity ε = 8.5. I want the density below which its compressibility is negative when the interaction is treated in Hartree-Fock.

I took the Fermi energy, added the exchange energy per electron, −4k_F/(3πε), called the sum the chemical potential μ, and looked for the density where dμ/dn = 0. That gives about 1.3 × 10¹² cm⁻². A numerical second derivative of the total energy gives a density more than twice as large. Which is right, and where does the other go wrong?

Two further things bother me. If the compressibility is negative, why doesn't the layer collapse? And I assumed equal numbers of up and down spins. Is that allowed at such low density?

**Answer**

The second derivative of the total energy is right. Your chemical potential contains the exchange energy per electron, where it needs the change of the total exchange energy when one electron is added. The two differ by a factor 3/2, which becomes a factor 9/4 in the threshold density.

**Model and conventions**

I use Hartree atomic units: lengths in bohr, energies in hartree, ħ = e = 1. The layer has zero thickness, one parabolic valley, two equally filled spins and zero temperature. A rigid, uniform positive background neutralizes it, so the direct Coulomb energy cancels and only kinetic and exchange energy remain.

Each spin fills a disc of radius k_F in wavevector space. Counting states for two spins gives

n = 2 · πk_F²/(2π)² = k_F²/(2π), so k_F = √(2πn).

The Fermi energy is E_F = k_F²/(2m) = πn/m. It is linear in n, so the mean kinetic energy per electron is E_F/2, and the kinetic energy per area is πn²/(2m).

**Exchange energy**

The Coulomb interaction 1/(εr) has the two-dimensional Fourier transform

v(q) = (2π/ε) ∫₀^∞ J₀(qr) dr = 2π/(εq).

Exchange acts between electrons of equal spin. With a factor ½ against double counting and a factor 2 for the two spins, the energy per area is

E_x/A = −½ · 2 ∫ d²q/(2π)² v(q) S(q)/(2π)².

Here S(q) is the area of wavevectors k for which both k and k + q are occupied. It is the overlap of two discs of radius k_F whose centres lie q apart. Define an angle α by q = 2k_F cos α. The overlap consists of two circular segments of half-angle α, each of area k_F²(α − sin α cos α), so

S = 2k_F²(α − sin α cos α).

The angular integral over q gives 2π, and the factor q in d²q cancels the 1/q of the interaction:

E_x/A = −(1/ε) ∫₀^{2k_F} dq S(q)/(4π²).

Now change the variable to α. The length of dq is 2k_F sin α dα, and α runs from 0 to π/2:

∫ S dq = 4k_F³ ∫₀^{π/2} (α sin α − sin²α cos α) dα = 4k_F³ (1 − 1/3) = 8k_F³/3.

Therefore, using k_F² = 2πn in the last step,

E_x/A = −2k_F³/(3π²ε) = −4nk_F/(3πε).

Dividing by n gives your exchange energy per electron, so that ingredient was correct.

**Chemical potential**

The energy per area is

E/A = πn²/(2m) − 4√(2π) n^{3/2}/(3πε).

The chemical potential is its derivative with respect to n. Differentiating n^{3/2} brings down the factor 3/2 that your version lacks:

μ = πn/m − 2k_F/(πε).

There is a direct way to see that the second term is right. It must be the exchange energy of one electron at the Fermi wavevector, interacting with the whole filled disc of its own spin:

Σ(k_F) = −∫ d²k′/(2π)² · 2π/(ε|k′ − k|), with |k| = k_F.

Use polar coordinates centred on this point of the rim. The radial factor cancels 1/|k′ − k|, so each direction φ contributes the length of a chord, 2k_F cos φ:

Σ(k_F) = −(1/(2πε)) ∫_{−π/2}^{π/2} 2k_F cos φ dφ = −2k_F/(πε).

This agrees with the derivative. The added electron gains its own exchange energy, and that differs from the total divided by n.

**Compressibility and threshold**

For a layer with energy density u = E/A, the two-dimensional pressure is P = nμ − u. Since du/dn = μ, we have dP/dn = n dμ/dn. The compressibility K is defined by 1/K = n dP/dn, so

1/K = n² dμ/dn.

The sign of K is the sign of dμ/dn. Differentiating μ gives

dμ/dn = π/m − (1/ε)√(2/(πn)).

The first term is the cost of filling higher kinetic states and does not depend on density. The second is the exchange gain, which grows as the gas is diluted. They balance when

√n* = (m/(πε))√(2/π),

n* = 2m²/(π³ε²).

With this density the slope takes the compact form

dμ/dn = (π/m)[1 − √(n*/n)].

It tends to the free-electron value π/m at high density and is negative for every n < n* in this model.

In terms of the effective Bohr radius a* = ε/m and the usual spacing parameter r_s, defined by πr_s²a*²n = 1, the threshold is

r_s² = 1/(πn*a*²) = π²/2, so r_s = π/√2 ≈ 2.22.

This value is the same for every mass and permittivity. In your version the exchange slope is multiplied by 2/3, so √n at the zero is multiplied by 2/3 and the density by 4/9.

**Numbers for your layer**

n* = 2(0.3)²/(π³ · 8.5²) = 8.035 × 10⁻⁵ bohr⁻² = 2.87 × 10¹² cm⁻².

Four ninths of this is 1.28 × 10¹² cm⁻², which is the value you found. A numerical second derivative of the energy, with the overlap integral evaluated by quadrature, also gives 2.869 × 10¹² cm⁻².

At the threshold k_F = 0.425 nm⁻¹ and E_F = 22.9 meV. The exchange part of μ is −45.8 meV, so μ = −22.9 meV. That μ equals −E_F here is no accident. Inserting n* gives k_F = 2m/(πε), hence

E_F = 2m/(π²ε²) and 2k_F/(πε) = 4m/(π²ε²) = 2E_F.

This is the minimum of μ(n). At 1 × 10¹² cm⁻² the chemical potential is higher, −19.05 meV, and its slope is −5.54 meV per 10¹² cm⁻². At 10 × 10¹² cm⁻² it has risen to −5.69 meV with slope +3.71 in the same unit.

**Why the layer does not collapse**

The electrostatic energy was removed from μ. A gated layer has to pay it. Put a metal gate at distance d behind an insulator of the same permittivity. In atomic units the field energy per area is 2πdn²/ε, so the voltage needed per added density is

4πd/ε + dμ/dn = (4π/ε)(d + λ), with λ = (ε/4π) dμ/dn.

Inserting the slope gives

λ = (a*/4)[1 − √(n*/n)].

The layer is stable against uniform charging as long as d + λ is positive. The same condition prevents bunching at fixed electron number into dense and dilute regions much wider than d. Each region then has the energy density of a uniform gated layer, whose second derivative with respect to n is (4π/ε)(d + λ), so moving density from one region to another costs energy when this is positive at all the densities involved. With a* = 1.50 nm and n = 1 × 10¹² cm⁻², λ = −0.26 nm. For d = 10 nm the capacitance rises from the geometric 0.753 μF/cm² to

0.753 × 10/(10 − 0.26) = 0.773 μF/cm²,

an increase of 2.7% for equal spins in Hartree-Fock. Full polarization would reduce the increase to about 1.5%, and correlation in the unpolarized layer would raise it to nearly 4%. In this zero-thickness layer, negative electronic compressibility thus appears as a gate capacitance above the geometric one.

The formula for λ diverges as n → 0, but it cannot be used that far. It would give d + λ = 0 when √(n*/n) = 1 + 4d/a* ≈ 28. There k_F d is only about 0.15, so the gate screens the interaction between most electrons and the unscreened exchange used here no longer applies. With gate-screened exchange and equal spins, d + λ stays above 5 nm for all densities between 10⁸ and 10¹³ cm⁻².

**Are equal spins allowed?**

As a constraint, yes. As the lowest Hartree-Fock state at n*, no.

Exchange couples only equal spins, so the energy density is a sum f(n↑) + f(n↓). Write n↑ = (n + s)/2 and n↓ = (n − s)/2. At s = 0,

∂²u/∂n² = ½f″(n/2) and ∂²u/∂s² = ½f″(n/2).

The two curvatures are equal. Hartree-Fock therefore loses stability against a small spin imbalance at the same density at which dμ/dn vanishes.

Full polarization wins even earlier. With all electrons in one spin, k_F grows by √2. The kinetic energy doubles and the exchange energy is multiplied by √2. The two states have equal energy when the extra kinetic cost equals the extra exchange gain:

πn²/(2m) = (√2 − 1) · 4n√(2πn)/(3πε).

Solving for √n and dividing by √n* gives √(n_B/n*) = 8(√2 − 1)/3, so

n_B = 1.22 n* = 3.50 × 10¹² cm⁻².

Partial polarization ζ = s/n does not intervene. The second derivative of the energy with respect to ζ has the form

a − b[(1 + ζ)^{−1/2} + (1 − ζ)^{−1/2}], with a and b positive.

The bracket grows with ζ, so the curvature can change only from positive to negative. The lowest energy then lies at ζ = 0 or ζ = 1.

For the polarized gas the kinetic slope is doubled and the exchange slope is multiplied by √2. Its threshold is therefore n*/2 = 1.43 × 10¹² cm⁻². If the spins are free but the gas is kept uniform, Hartree-Fock gives a polarized gas of positive compressibility between 1.43 and 3.50 × 10¹² cm⁻². States with a non-uniform charge or spin density are not compared here. At n_B itself the energy switches between two crossing curves, and μ drops as the density rises through that point.

Correlation, which Hartree-Fock omits, changes this ordering. At n* the polarized state lies 1.2 meV per electron below the unpolarized one in Hartree-Fock. Adding the Attaccalite-Moroni-Gori-Giorgi-Bachelet correlation energy, a fit to quantum Monte Carlo results for the ideal two-dimensional gas, puts it 5.5 meV above. The unpolarized gas is thus the better choice of these two, for a reason outside Hartree-Fock. With the same correlation energy its threshold moves up to 3.42 × 10¹² cm⁻², which is 19% above n*.

**Temperature**

The Fermi temperature at n* is 266 K, so room temperature is not a small perturbation. For ideal electrons of both spins

n = (mkT/π) ln(1 + e^{μ₀/kT}).

Solving for μ₀ gives μ₀ = kT ln(e^{πn/(mkT)} − 1), and differentiating gives

dμ₀/dn = (π/m)/(1 − e^{−E_F/kT}), where E_F still means πn/m.

To this I add the exchange energy evaluated with the ideal thermal occupations. This is first order in exchange and is not a self-consistent thermal Hartree-Fock calculation.

At low density the kinetic slope becomes kT/n, which diverges. The exchange slope stays finite. To see this, write the exchange energy in real space:

E_x/A = −(π/(2ε)) ∫₀^∞ ρ(r)² dr,

where ρ(r) is the one-particle density matrix summed over spins. For a dilute thermal gas ρ(r) = n exp(−mkTr²/2), so the Gaussian integral gives

E_x/A = −(πn²/(4ε)) √(π/(mkT)).

Its second derivative does not depend on n. Dilution at fixed temperature therefore restores a positive compressibility, and the negative region becomes a window with two edges.

At 77 K the window runs from 0.33 to 3.19 × 10¹² cm⁻². Its upper edge lies above the zero-temperature threshold, which may look surprising because heating stiffens the kinetic term. At that edge E_F/kT is 3.8, and the kinetic slope is 2% above π/m. The zero-temperature exchange slope would be √(2.87/3.19) = 0.95 of π/m. For the two to balance, the thermal exchange slope must be about 8% larger than its zero-temperature value. With ideal occupations, heating to 77 K lowers the size of the exchange energy, but across this window it increases its curvature with density, by nearly 30% near 1 × 10¹² cm⁻². At much lower density the opposite holds, because the thermal curvature stays finite while the zero-temperature one diverges. The rise of the upper edge above n* belongs to this first-order treatment. With self-consistent thermal occupations the window at 77 K runs from about 0.25 to 2.84 × 10¹² cm⁻², so its top lies just below n*.

The window closes at about 180 K in both treatments, at 178.5 K to first order and at about 181 K self-consistently. At 300 K neither gives a negative compressibility at any density.

**How far a real heterojunction departs from this**

The values m = 0.3 and ε = 8.5 are the ones you gave. Oxides differ widely in both, and n* scales as (m/ε)², so the numbers here do not carry over to another material. In the estimates below one assumption is changed at a time, with the others held fixed, so the shifts should not simply be added.

- **Thickness.** Zero thickness is a poor assumption for this threshold. In a rigid hard-wall well 5 nm wide, the interaction is multiplied by the average of e^{−q|z−z′|} over the two electrons' positions across the well. The relevant q extends to 2k_F, where q times the width is about 4. The threshold falls to 1.29 × 10¹² cm⁻², less than half of n*. This counts kinetic and exchange energy only. The direct electrostatic energy of the charge spread across the well is left out, and it also enters a measured gate capacitance. With d measured to the centre of the well, it adds −⟨|z−z′|⟩/2 ≈ −0.52 nm to λ. This is larger in size than a*/4 = 0.37 nm, the most that kinetic and exchange energy can contribute with positive sign. In such a rigid well the capacitance exceeds the geometric value on both sides of the threshold, so an excess capacitance alone does not locate it. The next subband is 150 meV higher, well above E_F, so using one subband is consistent.

- **Lattice response.** The static permittivity assumes that the ions follow the electrons. If they did not, and a rough high-frequency value of 4 applied, n* would scale by (8.5/4)² to 13 × 10¹² cm⁻². Optical phonon energies in oxides are roughly some tens of meV, not far enough above E_F to make the static value secure. This is the largest upward shift considered here.

- **Gate screening.** A metal gate at 10 nm changes the threshold only to 2.85 × 10¹² cm⁻², under 1% below n*.

- **Disorder.** A rough mobility of 500 cm²/Vs gives a level broadening ħ/τ = 7.7 meV. The product of k_F and the mean free path is 2E_Fτ/ħ = 2 × 22.9/7.7 ≈ 5.9 at n*. If the mobility stayed fixed, this product would fall in proportion to density, to about 2 at 1 × 10¹² cm⁻². A uniform gas with sharp momentum states is then a doubtful starting point.

- **Field.** Holding the density n* by a gate needs 0.61 MV/cm in the insulator, below a rough breakdown scale of a few MV/cm.

So 2.9 × 10¹² cm⁻² is the answer for the ideal unpolarized Hartree-Fock layer. For a device, the well profile, the dielectric response, correlation, temperature and disorder all have to be considered before a threshold can be predicted. Most of the computed values are collected in the numerical output below.

Values computed for the example and the checks

```
effective mass: 0.30 electron masses
relative permittivity: 8.50
effective Bohr radius: 1.499 nm
effective Hartree: 112.99 meV
threshold, atomic units: 8.0350e-05 bohr^-2
threshold from formula: 2.869 1e12 cm^-2
threshold from numerical energy: 2.869 1e12 cm^-2
r_s at threshold: 2.2214
kF at threshold: 0.4246 nm^-1
EF at threshold: 22.90 meV
exchange part of mu there: -45.79 meV
mu at threshold: -22.90 meV
n = 1.0e12 cm^-2: mu = -19.05 meV, dmu/dn = -5.54 meV per 1e12 cm^-2
n = 2.0e12 cm^-2: mu = -22.27 meV, dmu/dn = -1.58 meV per 1e12 cm^-2
n = 5.0e12 cm^-2: mu = -20.55 meV, dmu/dn = 1.93 meV per 1e12 cm^-2
n = 10.0e12 cm^-2: mu = -5.69 meV, dmu/dn = 3.71 meV per 1e12 cm^-2
HF full polarization preferred below: 3.501 1e12 cm^-2
threshold of polarized gas: 1.435 1e12 cm^-2
polarized minus unpolarized, HF: -1.197 meV per electron at threshold
same with correlation: 5.539 meV per electron
threshold with correlation: 3.423 1e12 cm^-2
well width: 5.0 nm
threshold with well thickness: 1.288 1e12 cm^-2
subband gap of well: 150.4 meV
gate distance: 10.0 nm
threshold with gate screening: 2.849 1e12 cm^-2
Fermi temperature at threshold: 265.7 K
77 K negative window, lower edge: 0.330 1e12 cm^-2
77 K negative window, upper edge: 3.191 1e12 cm^-2
negative window closes at: 178.5 K
gate length correction at 1e12 cm^-2: -0.2601 nm
geometric capacitance: 0.7526 uF/cm2
total capacitance at 1e12 cm^-2: 0.7727 uF/cm2
rough mobility: 500 cm2/Vs
level broadening hbar/tau: 7.72 meV
kF times mean free path at threshold: 5.93
field holding threshold density: 0.611 MV/cm
rough high-frequency permittivity: 4.0
threshold with that permittivity: 12.957 1e12 cm^-2
```
